\section*{The shielding tensor is not symmetric, and relaxation shows it}

\section{The result and the belief it contradicts}

The nuclear shielding tensor \(\boldsymbol\sigma\) has up to nine independent components, not six. Its antisymmetric part is equivalent to an axial vector \(\mathbf a\), with \(a_z=(\sigma_{xy}-\sigma_{yx})/2\) and cyclic permutations. For an isolated spin \(\tfrac12\) this vector leaves the line position unchanged to first order in the shielding. In an isotropic liquid it nevertheless adds
\begin{equation}
R_1^{A}=\frac{2}{3}\,\omega_0^2a^2\,\frac{\tau_1}{1+\omega_0^2\tau_1^2}
\label{eq:main}
\end{equation}
to the longitudinal relaxation rate, where \(\omega_0\) is the Larmor frequency and the correlation of the direction of \(\mathbf a\) is assumed to decay exponentially, with correlation time \(\tau_1\). For nitrogen in HNO, in the calculation below, \(|\mathbf a|\) is about 335 ppm and, if the molecule turns by isotropic rotational diffusion, in small steps and with correlation times short compared with the Larmor period, supplies 14\% of the shielding contribution to \(R_1\).

The contrary belief has two good arguments. First, shielding is a second derivative of the energy, and second derivatives do not depend on the order of differentiation. The magnetic susceptibility, \(-\partial^2E/\partial B_i\partial B_j\), is symmetric for this reason. Secondly, line positions measured as a function of crystal orientation are fitted by six components, and nothing seems to be missing. The first argument misreads the indices. The second is correct to first order, but concerns what line positions reveal, not what the tensor contains.

\section{Why the mixed derivative is not symmetric}

Take a closed-shell molecule in a static uniform field \(\mathbf B\), with a nuclear moment \(\boldsymbol\mu\). The part of the energy bilinear in the two, including the bare Zeeman term, defines the shielding:
\begin{equation}
E=-\boldsymbol\mu\cdot(\mathbf 1-\boldsymbol\sigma)\mathbf B,
\qquad
\sigma_{ij}=\frac{\partial^2E_{\rm el}}{\partial\mu_i\,\partial B_j}.
\label{eq:def}
\end{equation}
Here \(E_{\rm el}\) is the electronic energy, without the bare term. The first index belongs to the moment and the second to the field. Exchange of the order of differentiation gives
\begin{equation}
\frac{\partial^2E_{\rm el}}{\partial\mu_x\partial B_y}
=\frac{\partial^2E_{\rm el}}{\partial B_y\partial\mu_x},
\end{equation}
which is \(\sigma_{xy}=\sigma_{xy}\). Symmetry would require equality with \(\partial^2E_{\rm el}/\partial\mu_y\partial B_x\), a derivative with respect to two other variables.

The electronic operators show where the difference arises. In atomic units, with \(\mathbf r\) measured from the nucleus and the gauge origin placed there, the vector potential is
\begin{equation}
\mathbf A=\tfrac12\mathbf B\times\mathbf r
+\alpha^2\frac{\boldsymbol\mu\times\mathbf r}{r^3},
\end{equation}
where \(\alpha\) is the fine-structure constant. The electron has charge \(-1\), so its kinetic energy is \(\tfrac12(\mathbf p+\mathbf A)^2\). Both potentials are divergence-free, hence the linear term is \(\mathbf A\cdot\mathbf p\). With \((\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L\), where \(\mathbf L=\mathbf r\times\mathbf p\), the two linear perturbations are
\begin{equation}
h_B=\tfrac12\,\mathbf B\cdot\mathbf L,\qquad
h_\mu=\alpha^2\,\boldsymbol\mu\cdot\frac{\mathbf L}{r^3}.
\end{equation}
The term \(\tfrac12\mathbf A^2\) contains the bilinear product
\begin{equation}
\frac{\alpha^2}{2}\frac{(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)}{r^3}
=\frac{\alpha^2}{2}\,
\frac{(\mathbf B\cdot\boldsymbol\mu)r^2-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)}{r^3}.
\end{equation}
Electron-spin terms do not contribute: the total electron spin gives zero when it acts on a singlet. The second-order energy is \(-\sum_n|\langle n|h_B+h_\mu|0\rangle|^2/(E_n-E_0)\), and its cross terms are bilinear. Adding both contributions, with sums over electrons understood in the operators,
\begin{equation}
\begin{aligned}
\sigma_{ij}={}&\frac{\alpha^2}{2}
\left\langle0\left|\frac{r^2\delta_{ij}-r_ir_j}{r^3}\right|0\right\rangle\\
&-\frac{\alpha^2}{2}\sum_{n\ne0}
\frac{\langle0|L_i r^{-3}|n\rangle\langle n|L_j|0\rangle+\text{c.c.}}{E_n-E_0}.
\end{aligned}
\label{eq:ramsey}
\end{equation}
The first term is symmetric for this gauge origin. In the second, exchanging \(i\) and \(j\) moves the weight \(r^{-3}\) from one component of \(\mathbf L\) to the other. The response to the uniform field and the response to the nuclear moment are different vectors in the space of excited states, so no general identity makes the sum symmetric. With another gauge origin the two terms change separately; in an exact calculation their sum does not.

\section{The antisymmetric part turns the field}

Split the tensor as
\begin{equation}
\boldsymbol\sigma=\sigma_{\rm iso}\mathbf 1+\mathbf S+\mathbf A,\qquad
A_{ij}=\varepsilon_{ijk}a_k,
\end{equation}
where from here on \(\mathbf A\) denotes the antisymmetric matrix and \(\mathbf S\) is symmetric and traceless. The count is \(9=1+5+3\). Let \(\mathbf b\) be the unit vector along \(\mathbf B\). Then \((\mathbf A\mathbf b)_i=\varepsilon_{ijk}b_ja_k=(\mathbf b\times\mathbf a)_i\), and the field at the nucleus is
\begin{equation}
\mathbf B_{\rm loc}=B_0\left[(1-\sigma_{\rm iso})\mathbf b-\mathbf S\mathbf b
+\mathbf a\times\mathbf b\right].
\label{eq:loc}
\end{equation}
To first order, the last term rotates the field about \(\mathbf a\) through the angle \(|\mathbf a|\). It is perpendicular to \(\mathbf b\), so it changes the direction of the field and not its length. An angle of 335 ppm is \(3.35\times10^{-4}\) rad, or about \(0.02^\circ\).

\section{Counting components by site group}

The site group contains the symmetry operations that leave the nucleus in question fixed. An operation that moves it to an equivalent nucleus relates two tensors and does not restrict either one. Let \(g\) be the orthogonal matrix of a site operation. Moment and field are axial vectors, so both transform with \(\hat g=\det(g)\,g\), a proper rotation. Invariance of the energy requires \(\hat g^{T}\boldsymbol\sigma\hat g=\boldsymbol\sigma\). The two determinants multiply to one, which leaves
\begin{equation}
g\,\boldsymbol\sigma\,g^{T}=\boldsymbol\sigma .
\end{equation}
The average of \(g\otimes g\) over the group projects on the allowed tensors. The trace of a projector is the dimension of its space, and \(\mathrm{Tr}(g\otimes g)=(\mathrm{Tr}\,g)^2\). The antisymmetric part transforms as the axial vector \(\mathbf a\to\hat g\mathbf a\), because rotations preserve cross products and inversion leaves a second-rank tensor unchanged. Therefore
\begin{equation}
N=\frac1{|G|}\sum_g(\mathrm{Tr}\,g)^2,\qquad
N_A=\frac1{|G|}\sum_g\det(g)\,\mathrm{Tr}\,g .
\end{equation}

For \(C_s\) the traces are 3 for the identity and 1 for the reflection. This gives \(N=(9+1)/2=5\) and \(N_A=(3-1)/2=1\). For \(C_{2v}\) the traces are 3, \(-1\), 1, 1, so that \(N=12/4=3\) and \(N_A=(3-1-1-1)/4=0\). For \(C_4\) they are 3, 1, \(-1\), 1, so that \(N=3\) again, but \(N_A=(3+1-1+1)/4=1\). The 32 crystallographic point groups give:
\begin{center}
\begin{tabular}{ccl}
\(N\) & \(N_A\) & site groups\\
9 & 3 & \(C_1,C_i\)\\
5 & 1 & \(C_2,C_s,C_{2h}\)\\
3 & 1 & \(C_3,C_4,C_6,S_4,S_6,C_{3h},C_{4h},C_{6h}\)\\
3 & 0 & \(D_2,C_{2v},D_{2h}\)\\
2 & 0 & \(D_n,C_{nv},D_{nh}\ (n=3,4,6),\ D_{2d},D_{3d}\)\\
1 & 0 & \(T,T_h,O,T_d,O_h\)
\end{tabular}
\end{center}
The symmetric traceless part has \(N-1-N_A\) components.

``Low symmetry'' is therefore a loose criterion. \(C_{6h}\) has twelve operations and allows \(\mathbf a\); \(C_{2v}\) has four and forbids it. The precise condition is that a non-zero \(\mathbf a\) be unchanged by every \(\hat g\). All \(\hat g\) must then be rotations about one common axis, and a finite group of such rotations is cyclic. Conversely, a cyclic group has a common axis along which \(\mathbf a\) may point. This holds for 13 of the 32 groups. A reflection has \(\hat g\) equal to a half-turn about the normal of the mirror, so one mirror plane permits \(\mathbf a\) along its normal. A mirror containing the main axis, or a twofold axis perpendicular to it, removes \(\mathbf a\). For the same reason it vanishes for every nucleus of a linear molecule. The counts were tested for all 32 groups against direct solution of the symmetry constraints.

\section{Line positions}

For a spin \(\tfrac12\) with no other interaction, the two levels are separated in proportion to the length of the local field. With \(\nu_0\) the unshielded frequency,
\begin{equation}
\left(\frac{\nu}{\nu_0}\right)^2=|\mathbf b-\boldsymbol\sigma\mathbf b|^2
=1-2\,\mathbf b\cdot\boldsymbol\sigma\mathbf b+|\boldsymbol\sigma\mathbf b|^2 .
\end{equation}
Using \(\sqrt{1+x}=1+x/2-x^2/8+\dots\) and keeping second order,
\begin{equation}
\frac{\nu}{\nu_0}=1-\mathbf b\cdot\boldsymbol\sigma\mathbf b
+\tfrac12\left[|\boldsymbol\sigma\mathbf b|^2-(\mathbf b\cdot\boldsymbol\sigma\mathbf b)^2\right].
\end{equation}
Since \(\mathbf b\cdot\mathbf A\mathbf b=\mathbf b\cdot(\mathbf b\times\mathbf a)=0\), the first-order term contains the symmetric part alone. This is why six components suffice for the fit. In \(|\boldsymbol\sigma\mathbf b|^2\) the product of \(\mathbf A\mathbf b\) with \(\sigma_{\rm iso}\mathbf b\) vanishes too, and what the antisymmetric part adds is
\begin{equation}
\frac{\delta\nu}{\nu_0}=(\mathbf S\mathbf b)\cdot(\mathbf A\mathbf b)
+\tfrac12|\mathbf A\mathbf b|^2 .
\label{eq:second}
\end{equation}

The first-order statement can fail when another interaction is present. Consider a spin 1 with a quadrupole coupling along a molecular axis \(\mathbf n\), much weaker than the Zeeman term. The isotropic and symmetric shielding are left out here. The symmetric part also tilts the field, but to first order its effect on the splitting simply adds to that of \(\mathbf a\):
\begin{equation}
\frac{H}{h}=-\nu_0(\mathbf b+\mathbf a\times\mathbf b)\cdot\mathbf I
+q\left[(\mathbf n\cdot\mathbf I)^2-\tfrac23\right].
\end{equation}
The spin is quantized along \(\mathbf b'=\mathbf b+\mathbf a\times\mathbf b\), which has unit length to first order. Put \(c=\mathbf n\cdot\mathbf b'\). Then \(\mathbf n\cdot\mathbf I=cI_{z'}+\sqrt{1-c^2}\,I_{x'}\), with \(x'\) chosen in the plane of \(\mathbf n\) and \(\mathbf b'\). Products of \(I_{z'}\) and \(I_{x'}\) have no diagonal elements, and \(\langle I_{x'}^2\rangle=(2-m^2)/2\). To first order in \(q\),
\begin{align}
\frac{E_m}{h}&=-\nu_0m+q\left[c^2m^2+\tfrac12(1-c^2)(2-m^2)-\tfrac23\right]\nonumber\\
&=-\nu_0m+\tfrac q2(3c^2-1)\left(m^2-\tfrac23\right).
\end{align}
The two lines are separated by \(\Delta=(E_1+E_{-1}-2E_0)/h=q(3c^2-1)\). The tilt changes \(c\) by \(\mathbf n\cdot(\mathbf a\times\mathbf b)\), so
\begin{equation}
\delta\Delta=6q\,(\mathbf n\cdot\mathbf b)\,\mathbf n\cdot(\mathbf a\times\mathbf b),
\label{eq:quad}
\end{equation}
which is linear in \(\mathbf a\). The quadrupole axis acts as a pointer fixed in the molecule, against which the rotation of the field becomes visible. In this model, a crystal turned through the small angle \(-\mathbf a\) gives the same splitting, so an error of orientation can imitate the effect. In a powder \(\mathbf b\) is distributed uniformly over the sphere. A rotation leaves that distribution uniform, and the distribution of \(\Delta\) does not change at this order.

\section{Relaxation}

In a liquid the molecule tumbles, and the transverse field \(B_0\,\mathbf a\times\mathbf b\) fluctuates. Fluctuating transverse fields cause transitions even though they do not shift the line at first order. Let \(\mathbf b\) be the laboratory \(z\) axis. Apart from the isotropic shift, the perturbation of a spin \(\tfrac12\) is \(V/\hbar=\sum_i\omega_i(t)I_i\), where \(\omega_i=\omega_0(S_{iz}+A_{iz})\) up to the common sign of the gyromagnetic ratio, which drops out of the rates.

The matrix element between the two levels is \(\tfrac12(\omega_x\pm i\omega_y)\). Correlations between \(\omega_x\) and \(\omega_y\) vanish in an isotropic liquid: a half-turn about \(x\) reverses \(\sigma_{xz}\) and leaves \(\sigma_{yz}\) unchanged. For a correlation function decaying as \(e^{-|t|/\tau}\), second-order perturbation theory gives the transition rate
\begin{align}
W&=\frac14\left(\langle\omega_x^2\rangle+\langle\omega_y^2\rangle\right)
\int_{-\infty}^{\infty}e^{-|t|/\tau}\cos\omega_0t\,dt\nonumber\\
&=\frac12\left(\langle\omega_x^2\rangle+\langle\omega_y^2\rangle\right)j,
\qquad j=\frac{\tau}{1+\omega_0^2\tau^2}.
\end{align}
Each transition changes the population difference by two, so \(R_1=2W\). The transverse magnetization decays for two reasons. Transitions shorten the life of both levels and contribute \(W=R_1/2\). The fluctuating \(\omega_z\) produces a random phase with variance \(2\langle\omega_z^2\rangle\tau t\) at times long compared with \(\tau\). The average of \(e^{i\phi}\) is \(e^{-\langle\phi^2\rangle/2}\) for the accumulated Gaussian phase, which adds \(\langle\omega_z^2\rangle\tau\). Thus
\begin{equation}
R_1=\left(\langle\omega_x^2\rangle+\langle\omega_y^2\rangle\right)j,\qquad
R_2=\langle\omega_z^2\rangle\tau+\tfrac12R_1 .
\end{equation}
These expressions are of second order in the \(\omega_i\); they hold when the fluctuating frequencies are small compared with \(1/\tau\), \(|\omega_i|\tau\ll1\).

For the antisymmetric part, \(A_{xz}=-a_y\), \(A_{yz}=a_x\) and \(A_{zz}=0\). Isotropy gives \(\langle a_x^2\rangle=\langle a_y^2\rangle=a^2/3\), hence \(\langle\omega_x^2\rangle+\langle\omega_y^2\rangle=2\omega_0^2a^2/3\), which is Eq.~(\ref{eq:main}). For the symmetric part, the isotropic average with the right symmetry and zero trace is
\begin{equation}
\langle S_{ij}S_{kl}\rangle=K\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}
-\tfrac23\delta_{ij}\delta_{kl}\right).
\end{equation}
Setting \(k=i\), \(l=j\) and summing gives \(S\!:\!S\equiv\sum_{ij}S_{ij}^2=K(9+3-2)=10K\). Therefore \(\langle S_{xz}^2\rangle=\langle S_{yz}^2\rangle=S\!:\!S/10\) and \(\langle S_{zz}^2\rangle=\tfrac43K=2\,S\!:\!S/15\). A cross-correlation \(\langle a_k(0)S_{ij}(t)\rangle\) would have to be an isotropic third-rank tensor, proportional to \(\varepsilon_{kij}\). That is antisymmetric in \(i,j\), whereas \(S_{ij}\) is symmetric, so it vanishes. The contributions add:
\begin{align}
R_1&=\omega_0^2\left[\tfrac15\,S\!:\!S\,j_2+\tfrac23\,a^2j_1\right],\label{eq:r1}\\
R_2&=\omega_0^2\left[S\!:\!S\left(\tfrac2{15}\tau_2+\tfrac1{10}j_2\right)
+\tfrac13a^2j_1\right].\label{eq:r2}
\end{align}
The subscripts 1 and 2 on \(\tau\) and \(j\) denote the rank: \(\mathbf a\) turns as a vector, \(\mathbf S\) as a second-rank tensor. Because \(A_{zz}=0\), the antisymmetric mechanism has no dephasing term at this order, and its \(R_2\) is half its \(R_1\). This needs \(\omega_0a\tau\ll1\): in slower motion the second-order shift \(\tfrac12|\mathbf A\mathbf b|^2\) of Eq.~(\ref{eq:second}) fluctuates enough to dephase the spin.

The two correlation times differ. Let the molecule make jumps through an angle \(\theta\) about random axes. Averaging over the axes multiplies a rank-\(l\) quantity by the trace of the rank-\(l\) rotation matrix divided by \(2l+1\). For small \(\theta\) the factors are
\begin{equation}
\frac{1+2\cos\theta}{3}\simeq1-\frac{\theta^2}{3},\qquad
\frac{1+2\cos\theta+2\cos2\theta}{5}\simeq1-\theta^2 .
\end{equation}
The vector loses its memory three times more slowly, so \(\tau_1=3\tau_2\) for isotropic rotational diffusion. The ratio of the antisymmetric to the symmetric part of \(R_1\) then has two limits:
\begin{equation}
\frac{R_1^A}{R_1^S}\to
\begin{cases}
10\,a^2/S\!:\!S, & \omega_0\tau_{1,2}\ll1,\\[2pt]
\tfrac{10}{9}\,a^2/S\!:\!S, & \omega_0\tau_{1,2}\gg1,
\end{cases}
\label{eq:ratio}
\end{equation}
because \(j\) tends to \(\tau\) in the first case and to \(1/(\omega_0^2\tau)\) in the second. Fast tumbling favours the antisymmetric part by a factor of nine.

Equations~(\ref{eq:r1}) and (\ref{eq:r2}) were tested on a spin jumping by \(72^\circ\) among the 60 orientations of the icosahedral rotation group. The decay rates found by diagonalizing the full equation of motion agree with the formulas within 0.03\%, for each part alone and for both together.

\section{Nitrogen in HNO}

The molecule is planar, with the chosen geometry NO 1.21 \AA, NH 1.06 \AA\ and angle \(108^\circ\). The plane is \(xy\) and the NO bond lies along \(x\). The site group of nitrogen is \(C_s\), so five components survive and \(\mathbf a\) points along \(z\). Restricted Hartree--Fock theory in the aug-cc-pVDZ basis, with the gauge origin at nitrogen, gives in ppm
\begin{equation}
\boldsymbol\sigma=
\begin{pmatrix}-2834&687&0\\1358&-808&0\\0&0&154\end{pmatrix}.
\end{equation}
The off-diagonal elements differ by a factor of two, and \(a_z=(686.7-1357.7)/2=-335.5\) ppm. The second term of Eq.~(\ref{eq:ramsey}) was also obtained from self-consistent calculations in small finite perturbations, and the first term was added to it. Applying the field and reading the response at the nucleus gives 686.7 and 1356.9 ppm. Applying the nuclear moment and reading the response to the field gives 686.5 and 1357.5 ppm. For each element the two orders agree within 1 ppm, and the remainder is an error of the finite steps, which shrinks as the steps are reduced. The two elements themselves differ by 671 ppm. Oxygen in water, with site group \(C_{2v}\), serves as a control: there \(|\mathbf a|\) is below 0.01 ppm.

The tensor is a result at a stated level, not a prediction of a measurement. Electron correlation, vibration, solvent and relativity are left out. The choice of method matters here: the restricted Hartree--Fock solution of HNO is unstable towards spin polarization, and in the same basis the PBE and PBE0 functionals give \(a_z=-294\) and \(-318\) ppm, \(\sqrt{S\!:\!S}\) of about 2200 and 2400 ppm instead of 2600 ppm, and an antisymmetric share of \(R_1\) of 15\% instead of 14\%. The finite basis also leaves a dependence on the gauge origin: with the origin at oxygen, \(a_z\) is \(-312\) ppm, smaller in magnitude by 7\%. The antisymmetric part survives this change. Convergence with the size of the basis is not established, so the digits shown serve the arithmetic below and not the molecule.

\subsection*{What the line shows}

For a spin \(\tfrac12\) with the field along \(x\), Eq.~(\ref{eq:second}) needs \(S_{yx}=(687+1358)/2=1022\) ppm and \(A_{yx}=-a_z=335\) ppm:
\begin{equation}
\frac{\delta\nu}{\nu_0}=(1022\times335+\tfrac12\,335^2)\times10^{-12}
\simeq0.40\times10^{-6}.
\end{equation}
The largest magnitude found among 400 field directions is 0.54 ppm. The symmetric part, by comparison, moves the line by nearly 3000 ppm between the field directions \(x\) and \(z\).

For the spin-1 model take \(\nu_0=50\) MHz, \(q=0.5\) MHz, \(\mathbf n\) along \(x\), and \(\mathbf b\) in the plane at \(45^\circ\). Then \(\mathbf n\cdot\mathbf b=1/\sqrt2\) and \(\mathbf n\cdot(\mathbf a\times\mathbf b)=-a_z/\sqrt2\). Equation~(\ref{eq:quad}) gives \(-3qa_z=3\times0.5\times335.5=503\) Hz, in agreement with diagonalization, on a splitting of 250 kHz. These quadrupole parameters are illustrative: the coupling of \(^{14}\)N in HNO is about ten times larger, far from axial, and its principal axis does not lie along the NO bond.

\subsection*{What relaxation shows}

Now place a spin \(\tfrac12\) at nitrogen, with Larmor frequency 60 MHz, and let the molecule tumble isotropically with \(\tau_2=10\) ps and \(\tau_1=30\) ps. Isotropic tumbling is a model assumption for this molecule. From the tensor, \(\sqrt{S\!:\!S}=2597\) ppm. With \(\omega_0=2\pi\times60\times10^6\) s\(^{-1}\), \(\omega_0^2=1.421\times10^{17}\) s\(^{-2}\) and \(\omega_0\tau_1\simeq0.01\), so \(j_l\simeq\tau_l\):
\begin{align}
R_1^S&=\tfrac15(1.421\times10^{17})(2.597\times10^{-3})^2(10^{-11})
=1.92\ \text{s}^{-1},\\
R_1^A&=\tfrac23(1.421\times10^{17})(3.355\times10^{-4})^2(3\times10^{-11})
=0.32\ \text{s}^{-1}.
\end{align}
The ratio is 0.167, as Eq.~(\ref{eq:ratio}) requires, and the antisymmetric share of the sum is 14\%. The transverse rates are 2.24 and 0.16 s\(^{-1}\). In this model, someone who assigned the whole \(R_1\) to the symmetric part would obtain a correlation time 17\% too long. In the slow limit the ratio would fall to \(0.167/9\simeq0.019\).

The rates depend on \(a^2\) and do not reveal the sign of \(a_z\); the splitting in Eq.~(\ref{eq:quad}) does, if the direction of the quadrupole axis relative to the field is known independently to much better than \(0.02^\circ\), the tilt due to \(\mathbf S\) has been subtracted, and \(q\) is known accurately enough. In the example above, reversing \(a_z\) changes the splitting by only 0.4\%, which an equal relative error in \(q\) would imitate. Comparing the field directions at \(+45^\circ\) and \(-45^\circ\) to \(\mathbf n\) removes this last requirement: without \(\mathbf a\) the two splittings are equal to first order in the shielding, and \(\mathbf a\) changes them in opposite directions. The full numerical output follows.

\section*{Computed values}
\begin{verbatim}
Components: total = iso + antisym + sym traceless
 9 = 1+3+5: C1 Ci
 5 = 1+1+3: C2 Cs C2h
 3 = 1+1+1: C4 S4 C4h C3 S6 C6 C3h C6h
 3 = 1+0+2: D2 C2v D2h
 2 = 1+0+1: D4 C4v D2d D4h D3 C3v D3d D6 C6v D3h D6h
 1 = 1+0+0: T Th O Td Oh
Point groups allowing the antisymmetric part: 13 of 32
HNO: r(NO) 1.21 A, r(NH) 1.06 A, angle 108.0 deg; plane xy, NO on x
N shielding, RHF/aug-cc-pVDZ, origin at N (ppm), row mu, column B:
 x:   -2834.24     686.74       0.00
 y:    1357.67    -807.67       0.00
 z:       0.00       0.00     154.35
Diamagnetic part of the isotropic value: 394.19 ppm
Isotropic shielding: -1162.52 ppm
a_z = (s_xy - s_yx)/2: -335.46 ppm
a_z with gauge origin at O: -312.36 ppm
Isotropic value, gauge origin at O: -1199.23 ppm
Finite field, B applied: s_xy, s_yx = 686.70, 1356.88 ppm
Finite field, mu applied: s_xy, s_yx = 686.49, 1357.54 ppm
Water O (C2v), diagonal xx yy zz: 365.76 315.95 310.22 ppm
Water O, |a| below 0.01 ppm: True
Largest line shift due to a, spin 1/2: 0.5380 ppm
Spin 1 model: Larmor 50 MHz, q 0.5 MHz, 45 deg
 splitting without a: 249981.3 Hz
 change due to a: 503.18 Hz (formula 503.20 Hz)
Jump-model test, exact/formula for R1 and R2:
 sym : 0.99984 1.00008
 anti: 1.00000 1.00000
 both: 1.00025 0.99974
tau_1/tau_2 for jumps of 0.01 rad: 2.9999
Spin 1/2 at N: Larmor 60 MHz, tau_2 10 ps, tau_1 30 ps
sqrt(S:S): 2597.02 ppm
R1 symmetric, antisymmetric: 1.91707, 0.31984 1/s
R2 symmetric, antisymmetric: 2.23660, 0.15992 1/s
R1 ratio antisym/sym: 0.16684; 10 a^2/(S:S): 0.16686
Antisymmetric share of the shielding R1: 14.30 %
\end{verbatim}
